**Polarization energies and first-order exchange for two model atoms**

The program tests the second-order polarization energy $E_{\rm elst}+E_{\rm ind}+E_{\rm disp}$ and the exchange energy $E_{\rm exch}^{\pm}=\pm(K-S^2E_{\rm elst})/(1\pm S^2)$, with the upper sign for the singlet. Here $S$ is the orbital overlap, $K=\langle\phi_A\phi_B|V|\phi_B\phi_A\rangle$, and $V$ is the interaction between two one-electron atoms on a line. For an equal and an unequal pair, it asserts that the sum-over-states energies agree with numerical derivatives of diagonalized energies, and that induction agrees with the response to a static field. It also asserts that the best product function has induction but no dispersion at second order, and that the exchange formula agrees with expectation values of the full Hamiltonian. Further assertions cover the closed-form atomic ground state, the permutation symmetry and the approach of dispersion to $-C_6/R^6$. At 6 bohr the polarization energy is 0.34 millihartree for both spin states, while full diagonalization gives −1.24 for the singlet and 2.10 for the triplet. Adding first-order exchange changes the estimates to −1.19 and 1.92 millihartree, and the program asserts that this reduces the error for both states.

## Numerical check

```python
# Result under test: for two monomers A and B with H = H0 + V, perturbation
# theory from the product phiA(1) phiB(2) gives, through second order,
#   E = E_elst + E_ind(A) + E_ind(B) + E_disp,
# with no exchange energy. Projection on permutation symmetry adds, in first order,
#   E_exch(+-) = +-(K - S^2 E_elst) / (1 +- S^2),   + singlet, - triplet.
# S = <phiA|phiB>, K = <phiA phiB|V|phiB phiA>, P exchanges the two electrons.
# Model: one electron per atom on a line, Coulomb law 1/sqrt(x^2 + 2), atomic units.
# A two-electron function is a matrix psi[i, j]: electron 1 at x_i, electron 2 at x_j.
from types import SimpleNamespace
import numpy as np
from scipy.constants import physical_constants
from scipy.sparse.linalg import LinearOperator, eigsh

STEP = 0.4      # grid spacing, bohr
MARGIN = 14.0   # grid beyond each core, bohr
SOFT = 2.0      # softening constant, bohr^2


def make_pair(distance, soft_b=SOFT):
    """Monomer states and interaction; soft_b changes the core of atom B."""
    half = distance / 2 + MARGIN
    n = int(round(2 * half / STEP)) + 1
    x = (np.arange(n) - (n - 1) / 2) * STEP
    k = np.arange(n)[:, None] - np.arange(n)[None, :]
    safe = np.where(k == 0, 1, k)
    kinetic = np.where(k == 0, np.pi**2 / 6, (-1.0)**k / safe**2) / STEP**2
    core_a = -1 / np.sqrt((x + distance / 2)**2 + SOFT)
    core_b = -1 / np.sqrt((x - distance / 2)**2 + soft_b)
    repulsion = 1 / np.sqrt((x[:, None] - x[None, :])**2 + SOFT)
    core_core = 1 / np.sqrt(distance**2 + soft_b)
    h_a = kinetic + np.diag(core_a)
    h_b = kinetic + np.diag(core_b)
    e_a, u_a = np.linalg.eigh(h_a)
    e_b, u_b = np.linalg.eigh(h_b)
    u_a[:, 0] *= np.sign(u_a[:, 0].sum())
    u_b[:, 0] *= np.sign(u_b[:, 0].sum())
    v = repulsion + core_b[:, None] + core_a[None, :] + core_core
    return SimpleNamespace(
        x=x, kinetic=kinetic, core_a=core_a, core_b=core_b,
        repulsion=repulsion, core_core=core_core, h_a=h_a, h_b=h_b,
        e_a=e_a, e_b=e_b, u_a=u_a, u_b=u_b, v=v,
        phi_a=u_a[:, 0], phi_b=u_b[:, 0],
        product=np.outer(u_a[:, 0], u_b[:, 0]), e0=e_a[0] + e_b[0])


def polarization(p):
    """Sum-over-states energies and the first-order wave function."""
    m = p.u_a.T @ (p.v * p.product) @ p.u_b
    w_a = p.e_a - p.e_a[0]
    w_b = p.e_b - p.e_b[0]
    gap = w_a[:, None] + w_b[None, :]
    gap[0, 0] = 1.0
    amplitude = -m / gap
    amplitude[0, 0] = 0.0
    return SimpleNamespace(
        elst=m[0, 0],
        ind_a=-np.sum(m[1:, 0]**2 / w_a[1:]),
        ind_b=-np.sum(m[0, 1:]**2 / w_b[1:]),
        disp=-np.sum(m[1:, 1:]**2 / gap[1:, 1:]),
        psi1=p.u_a @ amplitude @ p.u_b.T)


def apply_h(p, psi, coupling):
    potential = p.core_a[:, None] + p.core_b[None, :] + coupling * p.v
    return p.kinetic @ psi + psi @ p.kinetic + potential * psi


def lowest_energy(p, coupling, symmetry=0):
    """Lowest eigenvalue of H0 + coupling*V; symmetry +1, -1 or 0 (free)."""
    n = len(p.x)

    def project(psi):
        return psi if symmetry == 0 else (psi + symmetry * psi.T) / 2

    def action(vector):
        psi = project(vector.reshape(n, n))
        return project(apply_h(p, psi, coupling)).ravel()

    operator = LinearOperator((n * n, n * n), matvec=action, dtype=float)
    start = project(p.product).ravel()
    return eigsh(operator, k=1, which="SA", v0=start, ncv=60, tol=1e-10,
                 return_eigenvectors=False)[0]


def taylor(function, h=0.02):
    """First and second Taylor coefficients at zero by five-point differences."""
    f = [function(j * h) for j in (-2, -1, 0, 1, 2)]
    first = (f[0] - 8 * f[1] + 8 * f[3] - f[4]) / (12 * h)
    second = (-f[0] + 16 * f[1] - 30 * f[2] + 16 * f[3] - f[4]) / (24 * h**2)
    return first, second


def best_product_energy(p, coupling):
    """Self-consistent energy of one product function, without correlation."""
    a, b = p.phi_a, p.phi_b
    for _ in range(15):
        a = np.linalg.eigh(p.h_a + coupling * np.diag(p.v @ b**2))[1][:, 0]
        b = np.linalg.eigh(p.h_b + coupling * np.diag(a**2 @ p.v))[1][:, 0]
    return a @ p.h_a @ a + b @ p.h_b @ b + coupling * (a**2 @ p.v @ b**2)


def exchange(p, elst):
    """First-order exchange from one-electron overlap densities."""
    overlap_density = p.phi_a * p.phi_b
    s = overlap_density.sum()
    k_ee = overlap_density @ p.repulsion @ overlap_density
    k_core = s * (overlap_density @ (p.core_a + p.core_b))
    k_cc = s**2 * p.core_core
    k = k_ee + k_core + k_cc
    return SimpleNamespace(
        s=s, k=k, k_ee=k_ee, k_core=k_core, k_cc=k_cc,
        singlet=(k - s**2 * elst) / (1 + s**2),
        triplet=-(k - s**2 * elst) / (1 - s**2))


def exchange_parity(psi):
    return np.sum(psi * psi.T) / np.sum(psi**2)


R = 6.0
pair = make_pair(R)
pol = polarization(pair)
exch = exchange(pair, pol.elst)

# The isolated atom has a closed-form ground state.
s_atom = np.sqrt((pair.x + R / 2)**2 + SOFT)
exact_orbital = (1 + s_atom) * np.exp(-s_atom)
exact_orbital /= np.linalg.norm(exact_orbital)
assert abs(pair.e_a[0] + 0.5) < 1e-6
assert abs(exact_orbital @ pair.phi_a - 1) < 1e-6

# Perturbation formulas and exchange formula, for equal and unequal atoms.
for soft_b in (SOFT, 3.0):
    p = make_pair(R, soft_b)
    q = polarization(p)
    first, second = taylor(lambda c: lowest_energy(p, c))
    total_second = q.ind_a + q.ind_b + q.disp
    assert abs(first - q.elst) < 1e-6
    assert abs(second - total_second) < 1e-3 * abs(total_second)
    if soft_b == SOFT:
        derivative_first, derivative_second = first, second

    # Induction is the response of one monomer to the static partner.
    field_b = p.core_b + p.repulsion @ p.phi_b**2
    field_a = p.core_a + p.repulsion @ p.phi_a**2
    response_a = taylor(lambda c: np.linalg.eigvalsh(
        p.h_a + c * np.diag(field_b))[0])[1]
    response_b = taylor(lambda c: np.linalg.eigvalsh(
        p.h_b + c * np.diag(field_a))[0])[1]
    assert abs(response_a - q.ind_a) < 1e-8 + 1e-3 * abs(q.ind_a)
    assert abs(response_b - q.ind_b) < 1e-8 + 1e-3 * abs(q.ind_b)

    # The best product function has induction but no dispersion.
    product_second = taylor(lambda c: best_product_energy(p, c))[1]
    induction = q.ind_a + q.ind_b
    assert abs(product_second - induction) < 1e-8 + 1e-3 * abs(induction)
    assert abs(product_second - total_second) > 0.5 * abs(q.disp)
    if soft_b == SOFT:
        product_second_equal = product_second

    # Exchange formula against the expectation value of the full Hamiltonian.
    x1 = exchange(p, q.elst)
    for sign, value in ((1, x1.singlet), (-1, x1.triplet)):
        psi = p.product + sign * p.product.T
        mean = np.sum(psi * apply_h(p, psi, 1.0)) / np.sum(psi**2)
        assert abs(mean - p.e0 - q.elst - value) < 1e-9

    # H commutes with electron exchange; H0 does not.
    for coupling, commutes in ((1.0, True), (0.0, False)):
        defect = (apply_h(p, p.product.T, coupling)
                  - apply_h(p, p.product, coupling).T)
        assert (np.linalg.norm(defect) < 1e-9) == commutes

# Neither the product nor its first-order correction has a definite symmetry.
parity0 = exchange_parity(pair.product)
parity1 = exchange_parity(pair.product + pol.psi1)
assert abs(parity0) < 0.5 and abs(parity1) < 0.5
swapped = pair.product.T
swapped_gap = np.sum(swapped * apply_h(pair, swapped, 0.0)) - pair.e0

# Exact interaction energies of the two spin states.
singlet = lowest_energy(pair, 1.0, +1) - pair.e0
triplet = lowest_energy(pair, 1.0, -1) - pair.e0
free = lowest_energy(pair, 1.0) - pair.e0
assert abs(free - singlet) < 1e-8
pol_sum = pol.elst + pol.ind_a + pol.ind_b + pol.disp
assert singlet < pol_sum < triplet
for exact, extra in ((singlet, exch.singlet), (triplet, exch.triplet)):
    assert abs(pol_sum + extra - exact) < abs(pol_sum - exact)

# Long-range dispersion against the dipole formula.
ratios = []
for far in (20.0, 40.0, 80.0):
    p = make_pair(far)
    dip_a = p.u_a[:, 1:].T @ ((p.x + far / 2) * p.phi_a)
    dip_b = p.u_b[:, 1:].T @ ((p.x - far / 2) * p.phi_b)
    gaps = (p.e_a[1:] - p.e_a[0])[:, None] + (p.e_b[1:] - p.e_b[0])[None, :]
    c6 = 4 * np.sum(np.outer(dip_a**2, dip_b**2) / gaps)
    ratios.append((far, -polarization(p).disp * far**6 / c6))
assert abs(ratios[2][1] - 1) < 0.02
assert abs(ratios[2][1] - 1) < abs(ratios[1][1] - 1)

MILLI = 1e3
MEV = physical_constants["Hartree energy in eV"][0] * 1e3


def show(label, value, unit="mEh", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


density_a, density_b = pair.phi_a**2, pair.phi_b**2
show("core distance R", R, "bohr", 1)
show("softening constant", SOFT, "bohr^2", 1)
show("energy of one atom", pair.e_a[0], "Eh", 6)
show("first excitation energy of one atom", pair.e_a[1] - pair.e_a[0], "Eh", 5)
show("elst: electron-electron", MILLI * (density_a @ pair.repulsion @ density_b))
show("elst: electron-core, both", MILLI * (density_a @ pair.core_b
                                           + density_b @ pair.core_a))
show("elst: core-core", MILLI * pair.core_core)
show("E_elst", MILLI * pol.elst)
show("E_ind of A", MILLI * pol.ind_a)
show("E_ind of B", MILLI * pol.ind_b)
show("E_disp", MILLI * pol.disp)
show("second order, sum over states", MILLI * (pol.ind_a + pol.ind_b + pol.disp))
show("first order, from derivative", MILLI * derivative_first)
show("second order, from derivative", MILLI * derivative_second)
show("second order, best product", MILLI * product_second_equal)
show("polarization sum", MILLI * pol_sum)
show("overlap S", exch.s, "", 5)
show("<P> in product state", parity0, "", 5)
show("<P> with first-order function", parity1, "", 5)
show("<H0> of swapped product minus E0", swapped_gap, "Eh", 5)
show("K: electron-electron", MILLI * exch.k_ee)
show("K: electron-core", MILLI * exch.k_core)
show("K: core-core", MILLI * exch.k_cc)
show("K total", MILLI * exch.k)
show("E_exch singlet", MILLI * exch.singlet)
show("E_exch triplet", MILLI * exch.triplet)
show("polarization + exchange, singlet", MILLI * (pol_sum + exch.singlet))
show("polarization + exchange, triplet", MILLI * (pol_sum + exch.triplet))
show("exact singlet interaction", MILLI * singlet)
show("exact triplet interaction", MILLI * triplet)
show("exact triplet-singlet splitting", MILLI * (triplet - singlet))
show("first-order splitting", MILLI * (exch.triplet - exch.singlet))
show("polarization sum", MEV * pol_sum, "meV", 2)
show("exact singlet interaction", MEV * singlet, "meV", 2)
show("exact triplet interaction", MEV * triplet, "meV", 2)
show("C6", c6, "Eh bohr^6", 3)
for far, ratio in ratios:
    show(f"-E_disp R^6/C6 at R = {far:.0f} bohr", ratio, "", 4)
print("no test failed")
```

Running it gives:

```
core distance R: 6.0 bohr
softening constant: 2.0 bohr^2
energy of one atom: -0.500000 Eh
first excitation energy of one atom: 0.26710 Eh
elst: electron-electron: 180.0780 mEh
elst: electron-core, both: -340.8159 mEh
elst: core-core: 162.2214 mEh
E_elst: 1.4835 mEh
E_ind of A: -0.1110 mEh
E_ind of B: -0.1110 mEh
E_disp: -0.9212 mEh
second order, sum over states: -1.1433 mEh
first order, from derivative: 1.4835 mEh
second order, from derivative: -1.1433 mEh
second order, best product: -0.2220 mEh
polarization sum: 0.3402 mEh
overlap S: 0.12212
<P> in product state: 0.01491
<P> with first-order function: 0.01607
<H0> of swapped product minus E0: 0.80610 Eh
K: electron-electron: 6.5025 mEh
K: electron-core: -10.4534 mEh
K: core-core: 2.4193 mEh
K total: -1.5316 mEh
E_exch singlet: -1.5309 mEh
E_exch triplet: 1.5772 mEh
polarization + exchange, singlet: -1.1906 mEh
polarization + exchange, triplet: 1.9174 mEh
exact singlet interaction: -1.2431 mEh
exact triplet interaction: 2.1024 mEh
exact triplet-singlet splitting: 3.3455 mEh
first-order splitting: 3.1081 mEh
polarization sum: 9.26 meV
exact singlet interaction: -33.83 meV
exact triplet interaction: 57.21 meV
C6: 23.162 Eh bohr^6
-E_disp R^6/C6 at R = 20 bohr: 1.1861
-E_disp R^6/C6 at R = 40 bohr: 1.0408
-E_disp R^6/C6 at R = 80 bohr: 1.0099
no test failed
```
